# The Helfand–Tagami interface between long immiscible polymers

## 1. One A strand inside pure B

Let an A chain lie in its own melt at $x<0$ and push a strand into pure B at $x>0$. Each A segment surrounded by B costs an energy $\chi$, in units of $kT$. How far does the strand go?

Model the chain as a Gaussian walk. A chain of $N$ segments has mean-square end-to-end distance $Na^2$, so one bond has mean-square length $a^2$ and variance $a^2/3$ along $x$. Let $q(x,s)$ be the statistical weight of a strand of $s$ segments with one end at $x$ and the other end free, relative to the same strand without a field. Adding a segment in a field $W(x)$, measured in $kT$ per segment, gives

$$q(x,s+1)=e^{-W(x)}\langle q(x+\eta,s)\rangle,\qquad \langle\eta\rangle=0,\quad \langle\eta^2\rangle=a^2/3 .$$

If $q$ varies slowly over one bond and $W\ll1$, then $\langle q(x+\eta)\rangle\simeq q+\tfrac12\langle\eta^2\rangle q''$ and $e^{-W}\simeq1-W$. Treating $s$ as continuous,

$$\frac{\partial q}{\partial s}=D\,q''-Wq,\qquad D=\frac{a^2}{6},\qquad q(x,0)=1. \tag{1}$$

Primes denote $d/dx$. In pure B, $W=\chi$. For a very long strand that can return to the A side, the weight changes so slowly with $s$ that $\partial q/\partial s$ is negligible beside $\chi q$, so $Dq''=\chi q$. The decaying solution is

$$q\propto e^{-kx},\qquad k=\sqrt{\chi/D}=\frac{\sqrt{6\chi}}{a}. \tag{2}$$

A segment in the middle of a chain carries two such strands, one on each side. Its density therefore varies as $q^2\propto e^{-2kx}$.

The scales are already visible. An excursion costs about $kT$ when it contains $1/\chi$ segments, and a walk of that many segments covers a distance of order $a/\sqrt\chi$. The energy per area is then about $\chi kT/v$ times this distance, where $v$ is the segment volume, so it scales as $\sqrt\chi$. The numerical factors require the region where A and B mix.

## 2. Two species and a filled volume

Now treat both melts together, A at $x\to-\infty$ and B at $x\to+\infty$. They have equal $a$, $v$ and $N$, and their volume fractions obey $\phi_A+\phi_B=1$. The contact energy density is $kT\chi\phi_A\phi_B/v$. In mean-field theory a segment feels the average composition:

$$W_A=\chi\phi_B+\xi,\qquad W_B=\chi\phi_A+\xi. \tag{3}$$

The pressure field $\xi(x)$ acts equally on both species and keeps the volume filled. It vanishes in the bulk phases.

Segment number $s$ of a chain joins strands of lengths $s$ and $N-s$. Averaging over $s$ gives

$$\phi_K(x)=\frac1N\int_0^N q_K(x,s)\,q_K(x,N-s)\,ds,\qquad K=A,B. \tag{4}$$

The prefactor is fixed by the bulk: there $W_K=0$, $q_K=1$ and $\phi_K=1$. The trace of the other species in each bulk phase is of order $e^{-\chi N}$ and is dropped.

The tension needs a free energy. Independent chains in given fields have a grand potential of $-kT$ times their mean number, which per unit area is $-(kT/Nv)\int(q_A(x,N)+q_B(x,N))\,dx$. This counts the field energy $\sum_K W_K\phi_K$ where the contact energy $\chi\phi_A\phi_B$ should stand. By (3), $\sum_KW_K\phi_K=2\chi\phi_A\phi_B+\xi$, so the correction is $-\chi\phi_A\phi_B-\xi$. A uniform phase in a box of length $L$ has the value $-L/N$; subtracting it leaves the excess

$$\frac{\Omega v}{kT}=-\int(\chi\phi_A\phi_B+\xi)\,dx-\frac1N\left[\int\big(q_A(x,N)+q_B(x,N)\big)dx-L\right]. \tag{5}$$

Here $\Omega$ is per unit area, and its value at the solution is the tension $\gamma$.

This expression is stationary if written in terms of the fields. Define $\mu=(W_A-W_B)/2=\chi(\phi_B-\phi_A)/2$. Since $\phi_A\phi_B=\frac14[1-(\phi_A-\phi_B)^2]$, the first integrand, taken with the minus sign in front of it, becomes $\mu^2/\chi-\chi/4-\xi$, with $W_{A,B}=\xi+\chi/2\pm\mu$. A small change $\delta W_K$ multiplies the weight of each segment by $1-\delta W_K$, so $\delta\int q_K(x,N)dx=-N\int\phi_K\,\delta W_K\,dx$. Varying $\mu$ and $\xi$ gives

$$\frac{2\mu}{\chi}+\phi_A-\phi_B=0,\qquad -1+\phi_A+\phi_B=0,$$

which are the mean-field relation and the filling condition.

## 3. Letting the chains become long

Suppose that (1) has a positive, bounded, stationary solution $\psi$ with $D\psi''=W\psi$ and $\psi\to1$ in the species' own bulk. Write $q=\psi g$. The terms in $Wg$ cancel, leaving

$$\frac{\partial g}{\partial s}=D\left(g''+\frac{2\psi'}{\psi}g'\right)=\frac{D}{\psi^2}\left(\psi^2g'\right)'. \tag{6}$$

This is diffusion with weight $\psi^2$. Integrating $\psi^2\,\partial g/\partial s$ over $x$ shows that $\int\psi^2(g-1)\,dx$ is conserved. Since $g(x,0)=1/\psi$, its value is

$$C=\int\psi(1-\psi)\,dx . \tag{7}$$

The fixed amount $C$ spreads over the half-space occupied by the species. At large $s$ it forms half a Gaussian, and near the interface

$$g-1\simeq\frac{C}{\sqrt{\pi Ds}} . \tag{8}$$

Thus $q\to\psi$, slowly. Averaged over the chain in (4), the correction falls as $N^{-1/2}$ in a fixed field, so for $N\to\infty$

$$\phi_K=\psi_K^2,\qquad D\psi_A''=(\chi\phi_B+\xi)\psi_A,\qquad D\psi_B''=(\chi\phi_A+\xi)\psi_B. \tag{9}$$

The pressure field is essential here. With $\xi=0$ the field $\chi\phi_B$ is nowhere negative, so $\psi_A''\ge0$. Starting flat in bulk A, $\psi_A$ could then never decrease toward B. A bounded solution needs $\xi<0$ somewhere.

## 4. The profile

Multiply the two equations in (9) by $2\psi_A'$ and $2\psi_B'$. Because $2\psi_K\psi_K'=\phi_K'$, their sum is

$$D(\psi_A'^2+\psi_B'^2)'=\chi(\phi_B\phi_A'+\phi_A\phi_B')+\xi(\phi_A+\phi_B)'=\chi(\phi_A\phi_B)'.$$

The unknown $\xi$ has dropped out because $\phi_A+\phi_B$ is constant. Both sides vanish in the bulk, so the integration constant is zero:

$$D(\psi_A'^2+\psi_B'^2)=\chi\phi_A\phi_B. \tag{10}$$

The constraint $\psi_A^2+\psi_B^2=1$ is satisfied by $\psi_A=\cos\theta$, $\psi_B=\sin\theta$, with $\theta$ rising from $0$ to $\pi/2$. Then $\psi_A'^2+\psi_B'^2=\theta'^2$. Taking the positive root of (10),

$$\theta'=k\sin\theta\cos\theta,\qquad \frac{d}{dx}\ln\tan\theta=\frac{\theta'}{\sin\theta\cos\theta}=k .$$

With the origin at $\theta=\pi/4$, $\tan\theta=e^{kx}$. Therefore

$$\phi_A=\cos^2\theta=\frac1{1+e^{2kx}}=\frac12\left[1-\tanh(kx)\right]. \tag{11}$$

The slope is $\phi_A'=-(k/2)\,\mathrm{sech}^2(kx)$. Define the width $w$ as the inverse of its largest magnitude:

$$w=\frac2k=\frac{2a}{\sqrt{6\chi}},\qquad \phi_A=\frac12\left[1-\tanh\frac{2x}{w}\right]. \tag{12}$$

Deep in B, (11) becomes $\phi_A\simeq e^{-2kx}$, the tail found in Section 1.

To find $\xi$, multiply the equations in (9) by $\psi_A$ and $\psi_B$ and add:

$$D(\psi_A\psi_A''+\psi_B\psi_B'')=2\chi\phi_A\phi_B+\xi.$$

Differentiating $\psi_A^2+\psi_B^2=1$ twice shows that the left side is $-D\theta'^2=-\chi\phi_A\phi_B$. Hence

$$\xi=-3\chi\phi_A\phi_B. \tag{13}$$

The two combinations used the multipliers $(\psi_A',\psi_B')$ and $(\psi_A,\psi_B)$. These are perpendicular and nonzero at finite $x$, so satisfying both combinations satisfies both original equations. The pressure field is negative in the mixed region, as Section 3 required.

## 5. The tension

Evaluated in the long-chain fields, the bracket in (5) stays finite as $N\to\infty$ (Section 7), so its contribution vanishes as $1/N$. With (13), and $\phi_A\phi_B=\frac14\mathrm{sech}^2(kx)$,

$$\frac{\gamma v}{kT}=\int(-\chi\phi_A\phi_B+3\chi\phi_A\phi_B)\,dx=2\chi\int\frac{\mathrm{sech}^2(kx)}4\,dx=2\chi\,\frac1{2k}=\frac{\chi}{k}.$$

Substituting $k$,

$$\gamma=\frac{kT}{v}\,a\sqrt{\frac{\chi}{6}} . \tag{14}$$

(In the product $kT$, $k$ is Boltzmann's constant; otherwise it is the inverse length in (2).) At fixed $T$, $a$ and $v$ the tension is proportional to $\sqrt\chi$.

The same result has a more physical form. For long chains the conformational cost is $-\int\sum_KW_K\phi_K\,dx$. By (9) this equals $-D\int\sum_K\psi_K\psi_K''\,dx$, and integration by parts gives

$$\frac{\gamma v}{kT}=\int\left[D(\psi_A'^2+\psi_B'^2)+\chi\phi_A\phi_B\right]dx. \tag{15}$$

The first term is the entropy lost by bending chains back into their own phase; the second is the contact energy. Equation (10) makes them equal at every point. Widening the interface lowers the first and raises the second.

Minimizing (15) directly on a mesh, starting from a linear ramp, tests the solution without using the tanh. At $\chi=0.04$ the minimum gives $\gamma v/(kTa)=0.0817$, as does (14), and $w/a=4.085$ against $4.082$ from (12). The contact share is $0.4999$. Raising $\chi$ fourfold multiplies the tension by $1.9997$.

## 6. A second case: unequal segment lengths

Let the lengths be $a_A$ and $a_B$, keeping equal segment volumes. The gradient terms in (15) acquire separate coefficients, and the steps leading to (10) give

$$\frac{a_A^2\sin^2\theta+a_B^2\cos^2\theta}{6}\,\theta'^2=\chi\sin^2\theta\cos^2\theta .$$

The two parts of the energy are still equal, so $\gamma v/kT=2\int\chi\sin^2\theta\cos^2\theta\,d\theta/\theta'$. Inserting $\theta'$ and then $u=\sin^2\theta$, with $du=2\sin\theta\cos\theta\,d\theta$,

$$\frac{\gamma v}{kT}=\sqrt{\frac\chi6}\int_0^1\sqrt{a_B^2+(a_A^2-a_B^2)u}\;du=\sqrt{\frac\chi6}\;\frac23\,\frac{a_A^3-a_B^3}{a_A^2-a_B^2}. \tag{16}$$

For $a_{A,B}=a(1\pm\epsilon)$ the last fraction is $a(6\epsilon+2\epsilon^3)/(4\epsilon)$, so the tension is (14) times $1+\epsilon^2/3$. The limit $\epsilon\to0$ recovers (14). For $\epsilon=0.05$, a ten percent difference between the species, the change is $0.08$ percent at fixed mean length.

## 7. Chains of finite length

First evaluate $C$. Put $p=\psi_A=(1+e^{2kx})^{-1/2}$, so $e^{2kx}=p^{-2}-1$ and $dx=-dp/[k\,p(1-p^2)]$. Then

$$C=\frac1k\int_0^1\frac{p(1-p)}{p(1-p^2)}\,dp=\frac1k\int_0^1\frac{dp}{1+p}=\frac{\ln2}{k}. \tag{17}$$

Since $k^2D=\chi$, (8) becomes $g-1\simeq\ln2/\sqrt{\pi\chi s}$. For $\chi N=160$, solving (1) in the fixed long-chain field gives $0.0310$ at the centre for $s=N$; the formula gives $0.0309$.

Next find how much $\int q_A(x,N)\,dx$ exceeds the length of its half-space. The excess has three parts:

- $\int(q_A-\psi_A)\,dx=\int\psi_A(g-1)\,dx$ tends to $C$: its part weighted by $\psi_A^2$ is the conserved $C$, and the remainder is $C^2/\sqrt{\pi DN}$ at leading order.
- $\int(\psi_A-\psi_A^2)\,dx=C$.
- $\int(\psi_A^2-\text{step})\,dx=0$, because the profile is antisymmetric about one half.

The total is $2C$ for each species. In units of $R_g=a\sqrt{N/6}$, at $\chi N=160$, the computed excess is $0.1113$ and $2C$ is $0.1096$. The remainder in the first part predicts a relative difference of $\ln2/(2\sqrt{160\pi})=1.5$ percent, which accounts for the gap.

In the long-chain fields the bracket in (5) is thus $4C$. At the self-consistent solution for finite $N$ it is instead zero: integrating (4) over $x$ gives $\int\phi_K\,dx=\int q_K(x,N)\,dx$, and the volume is filled. The change in tension then appears through the changed $\xi$. Both routes must agree, and the first is easier. Because $\Omega$ is stationary in the fields, its leading change can be evaluated with the long-chain fields:

$$\frac{\gamma}{\gamma_\infty}\simeq1-\frac{4C/N}{\chi/k}=1-\frac{4\ln2}{\chi N}. \tag{18}$$

In the long-chain fields the density of chain ends, relative to its bulk value, tends to $\psi_A+\psi_B$ near the interface, which reaches $\sqrt2$ at the centre. Integrated over $x$, this local peak holds an excess of $2C$, the second part in the list above counted for both species. The first part supplies another $2C$, spread thinly over a distance of order $R_g$ into the two melts. Together they make the $4C$ in (18). The step to (18) assumes that the readjustment of the fields contributes at higher order. A full solution of (1), (3) and (4) for finite chains tests that assumption. It gives $\gamma/\gamma_\infty=0.935$ at $\chi N=40$ and $0.983$ at $160$; (18) gives $0.931$ and $0.983$. The quantity $(1-\gamma/\gamma_\infty)\chi N$ is $2.607$ and $2.685$. Removing a next term proportional to $(\chi N)^{-1/2}$ extrapolates it to $2.76$, compared with $4\ln2=2.77$.

The expansion requires large $\chi N$. For equal chains the mixing free energy per segment is $[\phi\ln\phi+(1-\phi)\ln(1-\phi)]/N+\chi\phi(1-\phi)$. Its curvature at $\phi=\frac12$ is $4/N-2\chi$, so within mean field the phases merge at $\chi N=2$. Near that point neither (12) nor (14) applies.

## 8. Numbers in the regime of a patterning polymer

Polystyrene and poly(methyl methacrylate) are joined in block copolymers used for directed self-assembly. The inputs below are known only roughly, so the third significant figure of each result serves only to compare calculations that share them. Rough round values in the regime of this pair are $a=0.7$ nm, $v=0.16$ nm³, $\chi=0.04$, $N=1000$ and an annealing temperature of $500$ K. Then $\chi N=40$, and

$$w=\frac{2(0.7\ \mathrm{nm})}{\sqrt{0.24}}=2.86\ \mathrm{nm},\qquad \frac{\gamma}{kT}=\frac{0.7\sqrt{0.04/6}}{0.16}\ \mathrm{nm^{-2}}=0.357\ \mathrm{nm^{-2}},$$

so $\gamma=2.47$ mN/m. At this finite $N$ the self-consistent solution gives $w=2.97$ nm and $\gamma=2.31$ mN/m, changes of $+4$ and $-7$ percent relative to the long-chain values.

Discrete bonds are a further limitation. For a Gaussian bond the first term omitted from the bond average used in (1) is $D^2q''''/2$, smaller than $Dq''$ by a factor of order $Dk^2=\chi$. On the long-chain profile the largest error of the local bond term is $7$ percent of that term's largest value. It falls to $2$ percent at one quarter of $\chi$. This is an error in one term of the equation; the effect on the results is much smaller. Solving the long-chain equations with discrete Gaussian bonds changes $w$ and $\gamma$ by less than $0.2$ percent at $\chi=0.04$. At $\chi=0.16$ it narrows the interface by less than $2$ percent and changes the tension by about $0.1$ percent.

The largest correction computed here comes from capillary waves, which the flat mean-field interface omits. Let the interface height over a square patch of side $S$ be $h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. For small slopes the added area costs

$$\frac\gamma2\int|\nabla h|^2\,d^2r=\frac{\gamma S^2}2\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 .$$

The modes $\mathbf q$ and $-\mathbf q$ together have energy $\gamma S^2q^2|h_{\mathbf q}|^2$ and two real degrees of freedom, so equipartition gives them $kT$. With $\mathbf q=2\pi(n,m)/S$,

$$\langle|h_{\mathbf q}|^2\rangle=\frac{kT}{\gamma S^2q^2},\qquad \sigma^2=\langle h^2\rangle=\frac{kT}{4\pi^2\gamma}\sum_{(n,m)\ne(0,0)}\frac1{n^2+m^2}. \tag{19}$$

Take $S=30$ nm and stop at $|n|,|m|=10$, a shortest wavelength of $3.0$ nm along an axis, close to $w$. With the long-chain tension, $\sigma=1.13$ nm. Averaging the tanh profile over Gaussian displacements of this size raises the apparent width from $2.86$ to $4.15$ nm, or by $45$ percent. This is a rough estimate, because the cutoff is a choice and the shortest waves strain the small-slope energy. By (19) each mode adds $kT/(\gamma S^2)$ to the mean-square slope, and the $440$ modes kept here give an rms slope of $1.17$, which is not small. Stopping instead at $|n|,|m|=3$, a wavelength of $10$ nm, gives an rms slope of $0.39$ and a width of $3.73$ nm, an increase of $31$ percent. At a fixed shortest wavelength the sum also grows logarithmically with $S$ for large patches.

For the real pair, measured interface widths are roughly $5$ nm and tensions roughly $1$ mN/m. The ideal formula therefore gives too narrow an interface and too large a tension for these inputs. Capillary broadening moves the width in the right direction; the discrepancy in tension is not resolved here. A lower tension would strengthen the waves, since $\sigma^2\propto1/\gamma$ at fixed patch and cutoff.

A block-copolymer film also breaks the assumption of free, separate homopolymers. Its blocks are joined at the interface, its domains are finite, and its walls and guiding pattern constrain the waves. Those effects are not computed here, so $4.15$ nm is not a prediction for a patterned line. In the long-chain limit of the ideal model, and at fixed $a$, $v$ and $T$, halving the width requires four times the $\chi$ and doubles the tension. For continuous chains with the example's finite length, $N=1000$, raising $\chi$ from $0.04$ to $0.16$ divides the self-consistent width by $2.06$ and multiplies the tension by $2.10$. The numerical output below lists the finite-chain ratios behind these two factors.

## Numbers as computed

```
segment length a = 0.70 nm
segment volume v = 0.16 nm^3
chi = 0.040 (dimensionless)
segments per chain N = 1000
temperature = 500 K
chi N = 40.0 (dimensionless)
inverse decay length k = 0.6999 nm^-1
long-chain width w = 2.858 nm
long-chain tension = 0.3572 kT/nm^2
long-chain tension = 2.466 mN/m
pressure field at centre = -0.0300 kT per segment
minimized width / a, chi=0.04: 4.0846
formula width / a, chi=0.04: 4.0825
minimized tension v/(kT a), chi=0.04: 0.08165
formula tension v/(kT a), chi=0.04: 0.08165
contact share of minimized tension = 0.4999
minimized tension ratio for fourfold chi = 1.9997
finite-chain tension / long-chain, chi N=40: 0.9348
finite-chain width / long-chain, chi N=40: 1.0380
finite-chain tension / long-chain, chi N=160: 0.9832
finite-chain width / long-chain, chi N=160: 1.0098
finite-chain tension of example = 2.305 mN/m
finite-chain width of example = 2.966 nm
tension-ratio shift, other mesh and box = 5.4e-08
width-ratio shift, other mesh and box = 2.4e-08
(1 - tension ratio) chi N at chi N=40: 2.607
(1 - tension ratio) chi N at chi N=160: 2.685
extrapolated coefficient = 2.762
predicted coefficient 4 ln2 = 2.773
weight excess at centre, chi N=160: 0.03104
predicted weight excess = 0.03092
integrated end excess, chi N=160: 0.11129 Rg
predicted integrated end excess = 0.10960 Rg
capillary patch side = 30 nm
shortest capillary wavelength along an axis = 3.00 nm
capillary rms displacement = 1.131 nm
width after capillary smearing = 4.151 nm
segment lengths in mismatch test = 0.735, 0.665 nm
tension change from mismatch = 0.083 percent
largest local-bond error / largest bond term = 7.10 percent
same error at one quarter of chi = 1.94 percent
```
